# Acoustic Backscattering and the Inverse-Square-Root Mobility Law in a Nanowire Subband

## 1. Result and assumptions

An electron moves along $x$ in one parabolic nanowire subband. Its transverse wavefunction $\chi(y,z)$ is normalised and does not change with temperature. Scattering by acoustic phonons then gives the momentum relaxation rate and low-field mobility

$$\frac1{\tau_m}=\frac{2D^2k_BT}{CAv},\qquad
\mu=\sqrt{\frac2\pi}\,\frac{CA}{D^2m^{3/2}(k_BT)^{1/2}}. \tag{1}$$

Hence $\mu\propto T^{-1/2}$. The algebra uses atomic units, $\hbar=e=m_e=1$. The symbols are:

- $m$, the mass along the wire, and $v=|k|/m=\sqrt{2E/m}$, the speed at kinetic energy $E$;
- $D$, the deformation potential: a dilation $\nabla\cdot\mathbf u$ shifts the band edge by $D\nabla\cdot\mathbf u$;
- $C=\rho c^2$, with mass density $\rho$ and longitudinal sound speed $c$;
- $A$, the effective area, defined by $1/A=\int|\chi|^4\,dy\,dz$.

The phonons are those of the bulk crystal, with isotropic dispersion $\omega=cq$. Five conditions enter:

1. The phonons that matter have $\omega\ll k_BT$, and their energy is negligible in the electron's energy balance.
2. The electrons are nondegenerate and occupy one subband.
3. $m$, $D$, $C$ and $\chi$ are independent of $T$.
4. Scattering is weak enough for the golden rule.
5. The electron loses phase memory between collisions, so localisation is absent.

In SI units the mobility in (1) acquires a factor $e\hbar^2$.

## 2. The phonon matrix element

In a crystal of volume $\Omega$ the longitudinal displacement is

$$\mathbf u(\mathbf r)=\sum_{\mathbf q}\frac{\hat{\mathbf q}}{\sqrt{2\rho\Omega\omega}}
\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).$$

The divergence multiplies each term by $\pm iq$, which gives a factor $q^2$ in the squared matrix element. The electron states are $\chi(y,z)e^{ikx}/\sqrt L$. Integration over $x$ fixes $q_x=\pm(k'-k)$, and integration over the cross-section gives the form factor

$$F(\mathbf q_\perp)=\int|\chi|^2e^{i\mathbf q_\perp\cdot\mathbf r_\perp}dy\,dz .$$

For absorption (upper entry) and emission (lower entry),

$$|M|^2=\frac{D^2q^2}{2\rho\Omega\omega}|F(\mathbf q_\perp)|^2
\begin{cases}N\\N+1\end{cases},\qquad N=\frac1{e^{\omega/k_BT}-1}.$$

If the phonon energy is dropped from energy conservation, both processes lead to the same final states and their strengths add. Their sum contains

$$2N+1=\coth\frac{\omega}{2k_BT}
=\frac{2k_BT}{\omega}\left[1+\frac{\omega^2}{12(k_BT)^2}+\cdots\right].$$

Keeping the leading term is the equipartition approximation. With $\omega=cq$,

$$|M|^2_{\rm abs}+|M|^2_{\rm em}
=\frac{D^2q^2}{2\rho\Omega cq}\,\frac{2k_BT}{cq}|F|^2
=\frac{D^2k_BT}{C\Omega}|F|^2. \tag{2}$$

The wavevector has cancelled: a short-wave phonon strains the lattice more per quantum, but fewer such quanta are present.

## 3. Summing over transverse wavevectors

The wire's translational symmetry fixes $q_x$ but leaves $\mathbf q_\perp$ free. Let $B=\Omega/L$ be the cross-section of the crystal. Then

$$\sum_{\mathbf q_\perp}|F|^2
=B\int\frac{d^2q_\perp}{4\pi^2}|F|^2
=B\int|\chi|^4dy\,dz=\frac BA .$$

The second equality is Parseval's theorem, since $F$ is the Fourier transform of $|\chi|^2$. Combining this with (2), and using $B/\Omega=1/L$, the total squared coupling is

$$\frac{D^2k_BT}{C\Omega}\frac BA=\frac SL,\qquad
S=\frac{D^2k_BT}{CA}. \tag{3}$$

The crystal cross-section has dropped out. A tightly confined electron averages the strain over a smaller area, so it sees a larger fluctuation.

For a square wire of side $W$ with hard walls, $\chi=(2/W)\sin(\pi y/W)\sin(\pi z/W)$. Each direction contributes

$$\int_0^W\left(\frac2W\right)^2\sin^4\frac{\pi y}{W}\,dy
=\frac4{W^2}\frac{3W}{8}=\frac3{2W}.$$

The product of two such factors is $1/A=9/(4W^2)$, so $A=4W^2/9$.

## 4. Backscattering and momentum relaxation

The golden rule gives the transition rate

$$P(k\to k')=2\pi\frac SL\,\delta(E_{k'}-E_k).$$

Elastic scattering in a single subband has two final points, $k'=k$ and $k'=-k$. Near either one, $|dE/dk'|=v$, so $\delta(E_{k'}-E_k)$ integrates to $1/v$. The rate into the backward point is therefore

$$\frac1{\tau_b}=\frac L{2\pi}\int_{k'\approx-k}dk'\,P(k\to k')=\frac Sv. \tag{4}$$

Forward events leave the momentum unchanged. A backward event changes it from $k$ to $-k$, twice its original magnitude. The fractional momentum loss $1-k'/k$ is thus $0$ or $2$, and

$$\frac1{\tau_m}=0\cdot\frac Sv+2\cdot\frac Sv=\frac{2S}{v}.$$

With (3), this is the rate in (1). Slow electrons scatter more often because the one-dimensional density of states varies as $1/v$.

## 5. The same rate from classical strain

Equipartition permits a second derivation. Dilation costs energy $\frac12C(\nabla\cdot\mathbf u)^2$ per unit volume, so its classical thermal correlation is $(k_BT/C)\delta(\mathbf r-\mathbf r')$. The electron feels the average over its transverse density,

$$V(x)=D\int|\chi|^2\,\nabla\cdot\mathbf u\,dy\,dz,\qquad
\langle V(x)V(x')\rangle=S\,\delta(x-x').$$

For a weak potential the reflection amplitude is $r=-(i/v)\int V(x)e^{2ikx}dx$. The mean reflection from a length $\ell$ is

$$\langle|r|^2\rangle=\frac1{v^2}\int_0^\ell\!\!\int_0^\ell
S\delta(x-x')e^{2ik(x-x')}dx\,dx'=\frac{S\ell}{v^2}. \tag{5}$$

Reflection per unit length times speed gives $S/v$, in agreement with (4).

Formula (5) was tested by multiplying exact transfer matrices for random thermal strain and averaging over 40,000 samples. The length was chosen to make (5) equal to 0.01000; the average was 0.00972. That length is about 0.4 nm for the example below, much less than the electron wavelength, so the sample acts almost as one delta scatterer. For such a scatterer $|r|^2=\beta^2/(1+\beta^2)$, where $\beta$ is Gaussian with $\langle\beta^2\rangle=0.01$. To next order the mean is $\langle\beta^2\rangle-3\langle\beta^2\rangle^2=0.0097$, which accounts for the difference. So short a segment serves as a mathematical test of the rate, not as a model of a separate piece of crystal.

## 6. From relaxation time to mobility

Let a weak constant force $\mathcal F$ act on the electrons. Write the distribution as $f_0+g$, with $f_0\propto e^{-E/k_BT}$ and $g$ linear in $\mathcal F$. In steady state,

$$\mathcal F\frac{df_0}{dk}=\sum_{k'}P(k\to k')[g(k')-g(k)].$$

Here $df_0/dk=-(k/m)f_0/k_BT$ is odd in $k$, so the driven part of $g$ is odd. The forward term vanishes. The backward term is $(S/v)[g(-k)-g(k)]=-(2S/v)g(k)$. Therefore

$$g(k)=\mathcal F\,\frac km\,\frac{\tau_m f_0}{k_BT}.$$

This relaxation-time form solves the elastic equation without further approximation. The mean velocity is $\mathcal F\langle v^2\tau_m\rangle/k_BT$. For unit charge, $|\mathcal F|$ equals the field strength, and so

$$\mu=\frac{\langle v^2\tau_m\rangle}{k_BT}
=\frac{CA}{2D^2(k_BT)^2}\langle v^3\rangle. \tag{6}$$

The remaining average is one-dimensional. With $t=mv^2/(2k_BT)$, we have $v\,dv=(k_BT/m)dt$ and $v^2=2k_BTt/m$. Hence

$$\int_0^\infty v^3e^{-mv^2/2k_BT}dv
=2\left(\frac{k_BT}{m}\right)^2\int_0^\infty te^{-t}dt
=2\left(\frac{k_BT}{m}\right)^2.$$

The normalising integral is $\sqrt{\pi k_BT/(2m)}$. Their ratio is

$$\langle v^3\rangle=2\sqrt{\frac2\pi}\left(\frac{k_BT}{m}\right)^{3/2}.$$

Substitution in (6) gives the mobility in (1).

The exponent has three parts. The thermal strain contributes $-1$, the factor $1/k_BT$ in the linear response contributes $-1$, and $\langle v^3\rangle$ contributes $+3/2$. If $\chi$ changes with temperature, for instance through a self-consistent potential, then

$$\frac{d\ln\mu}{d\ln T}=-\frac12+\frac{d\ln A}{d\ln T}.$$

This is why the fixed transverse wavefunction belongs in the statement.

## 7. The degenerate limit

With Fermi statistics, $f_0$ in the linear response is replaced by $f(1-f)$:

$$\mu=\frac{CA}{2D^2(k_BT)^2}\,
\frac{\int_0^\infty v^3f(1-f)\,dk}{\int_0^\infty f\,dk}.$$

Use $f(1-f)=-k_BT\,df/dE$ and $dk=dE/v$. Suppose that $k_BT$ is far below the Fermi energy, measured from the subband bottom, while condition 1 still holds. Then $-df/dE$ is concentrated at the Fermi energy, so the numerator tends to $k_BTv_F^2$. The denominator tends to $k_F=mv_F$. Thus

$$\mu\to\frac{CAv_F}{2D^2mk_BT}=\frac{\tau_m(E_F)}m .$$

At fixed line density $v_F$ is constant and the exponent tends to $-1$. Temperature no longer sets the typical speed. The velocity average now supplies one factor of $T$, from the thermal width of the Fermi edge, instead of $T^{3/2}$.

## 8. A silicon-like example at 300 K

Take a square [100] silicon wire with $W=4.0$ nm. Its lowest valleys have mass $0.19$ along the wire and masses $0.19$ and $0.98$ across it, in units of $m_e$. Rough typical values for the other parameters are $D=9.0$ eV, $\rho=2330$ kg/m³ and $c=9000$ m/s. They give $C=1178$ eV/nm³. The effective area is

$$A=\frac49(4.0)^2=7.11\ {\rm nm^2}.$$

At 300 K, $k_BT=0.02585$ eV, and

$$S=\frac{9.0^2\times0.02585}{1178\times7.11}
=2.5\times10^{-4}\ {\rm eV^2\,nm}.$$

At the thermal speed $v_{\rm th}=\sqrt{k_BT/m}=1.547\times10^5$ m/s, the backscattering time is 268 fs. The momentum relaxation time is half of this, 134 fs. The corresponding mean free path is

$$v_{\rm th}\tau_m=(1.547\times10^5)(134\times10^{-15})\ {\rm m}
\approx21\ {\rm nm}.$$

Because $\tau_m\propto v$, equation (6) can be written $\mu=2\sqrt{2/\pi}\,\tau_m(v_{\rm th})/m$, or in SI units

$$\mu=1.596\,\frac{e\tau_m(v_{\rm th})}{m}
\approx1980\ {\rm cm^2/Vs}=0.198\ {\rm m^2/Vs}.$$

This is the acoustic component alone. A mobility describes conduction in a wire much longer than the mean free path; a channel of 20 nm would be partly ballistic.

The level width $\hbar/\tau_m$ at $v_{\rm th}$ is 0.0049 eV, about one fifth of $k_BT$. It grows as $E^{-1/2}$ towards the band edge and equals the kinetic energy near 0.007 eV, or $0.26\,k_BT$. The golden rule is unreliable below this energy. The mobility integrand varies as $Ee^{-E/k_BT}$, so that range carries $1-(1+0.26)e^{-0.26}\approx3\%$ of its weight. The same range holds about 53% of the electrons, which enter the normalisation of the mobility. The small current weight therefore does not bound the resulting error.

## 9. How elastic is the scattering?

The form factor admits transverse wavevectors of order $2\pi/W\approx1.6$ nm⁻¹. The corresponding phonon energy is about 0.009 eV; the mean for backscattering, weighted by the form factor, is 0.007–0.008 eV for electrons up to the thermal speed at 300 K and 0.009 eV at twice that speed. These energies are about a third of $k_BT$ at 300 K, but comparable with $k_BT$ at 100 K.

The linearised Boltzmann equation was therefore also solved with the phonon energies and Bose factors retained, including forward and backward transitions. As a test of the elastic limit, the sound speed was reduced to 0.15 of its value at fixed $C$. The mobility at 300 K then agreed with formula (1) to about 0.2%, and the exponent between 150 and 300 K was $-0.49$. The further digits in the output (0.9995 and $-0.492$) depend on the mesh; converged values are 0.998 and $-0.494$.

At the actual sound speed the results are:

| $T$ (K) | Formula (cm²/Vs) | Inelastic (cm²/Vs) | Ratio |
|---:|---:|---:|---:|
| 100 | 3430 | 3610 | 1.05 |
| 200 | 2425 | 2346 | 0.97 |
| 300 | 1980 | 1927 | 0.97 |

Refining the wavevector mesh shifts the 300 K inelastic value by 0.04%. The local exponent there is about $-0.48$; its third digit moves by 0.002 with the mesh. Between 100 and 200 K the tabulated values give a mean exponent of $-0.62$, so the law is less accurate on the cold side even though the mobility itself is within about 5%.

The correction changes sign between 100 and 200 K. The calculation does not separate the effect of the energy exchange from that of the Bose factors, so it does not identify the cause.

## 10. What else changes the exponent?

**Higher subbands.** The second subband lies 0.072 eV above the first, about $2.8\,k_BT$. The two upper subbands considered here hold 0.06 of the ground-subband population. Elastic scattering among all three lowers the mobility to 1682 cm²/Vs and changes the exponent to $-0.84$. A small upper population does not guarantee a small change of slope: by the integrand of Section 8, electrons with kinetic energy above the second subband edge carry $(1+2.78)e^{-2.78}\approx23\%$ of the current in the one-subband formula, and new final states open to them. The remaining valleys, 0.100 eV above the lowest, have a relative population of 0.024 and were not included in this mobility.

A narrower wire separates the subbands more strongly, since the gap varies as $W^{-2}$. In formula (1) it also lowers the acoustic mobility as $W^2$, with $m$, $D$ and $C$ held fixed.

**Degeneracy.** With four valleys and two spins, a line density of 0.05 nm⁻¹ changes the 300 K mobility by 1.3% relative to (1), with exponent $-0.506$. At 1 nm⁻¹ the one-subband mobility is 1.36 times the formula and the exponent is $-0.68$. These two numbers isolate the effect of Fermi statistics and do not describe this wire: at that density the two upper subbands hold about 0.16 of the ground population, and elastic scattering among all three gives about 0.93 times the formula with exponent near $-1.1$. Evaluating the one-subband elastic model at 30 K gives $-0.99$, in line with the limit in Section 7. This checks the mathematics only: the typical phonon energies found in Section 9 are well above $k_BT=0.0026$ eV at 30 K, so equipartition fails and the actual wire need not follow this exponent.

**Nonparabolicity.** Let $\mathcal E$ be the energy measured from the bulk band edge, and take $\mathcal E(1+\alpha\mathcal E)=\gamma_0+k^2/2m$ with the rough value $\alpha=0.5$ eV⁻¹. Here $\gamma_0=0.148$ eV is the parabolic confinement energy. Solving for $\mathcal E$ and expanding in $k^2$ gives the mass at the subband bottom,

$$m^*=m\sqrt{1+4\alpha\gamma_0}=1.138\,m .$$

With $A$, $D$ and $C$ fixed, the mobility is multiplied by $1.138^{-3/2}=0.82$. This constant mass changes the prefactor but not the exponent. The mass also grows with energy within the subband. Keeping the full dispersion in the elastic rate lowers the factor at 300 K to about 0.77 and moves the exponent to about $-0.57$.

## 11. Comparison with a real silicon wire

Real silicon wires also scatter electrons by intervalley phonons and rough surfaces. Both were added, separately and together, to the elastic acoustic rate in the ground subband. The intervalley estimate uses one strong phonon of 0.062 eV with coupling 110 eV/nm. The roughness estimate uses unscreened wall displacements of 0.2 nm rms with a Gaussian correlation length $\Lambda=1.5$ nm. These too are rough values.

| Scattering at 300 K | $\mu$ (cm²/Vs) | Exponent |
|:---|---:|---:|
| Acoustic, formula | 1980 | $-0.50$ |
| Acoustic + intervalley | 1383 | $-1.09$ |
| Acoustic + roughness | 846 | $+0.37$ |
| All three | 604 | $-0.15$ |

With these values, roughness lowers the mobility more than intervalley scattering does: it removes 57% of the acoustic mobility, against 30%. The 30% counts one phonon only; adding the weaker g- and f-type intervalley phonons of silicon, with typical couplings of 3 to 20 eV/nm, raises it to roughly 47%, so the margin is small. The order depends on the wall quality, since a roughness of 0.1 nm rms would remove only 26%. Its effect on the slope follows from its rate, which is proportional to $e^{-k^2\Lambda^2}/v$ and has no explicit temperature dependence. Without the exponential, $\tau\propto v$ and $\mu\propto\langle v^3\rangle/k_BT\propto T^{1/2}$. The exponential favours fast electrons and strengthens the rise. Intervalley scattering has the opposite tendency, because heating supplies both more phonons and more electrons able to emit them.

With roughness included, the level width at $v_{\rm th}$ is about 0.015 eV, which exceeds the kinetic energy of 0.013 eV there. The golden rule is then doubtful for typical electrons, so the two mobilities with roughness show a tendency rather than reliable values.

The value 604 cm²/Vs is not a prediction of a measured mobility. It omits the higher subbands, nonparabolicity, impurities and screening. The model also replaces silicon's anisotropic deformation potential by one number, and it ignores phonon confinement and atomistic changes to the bands. For this wire, then, $T^{-1/2}$ describes the acoustic component under the stated conditions; the total mobility need not follow it. The numerical output below lists the values used in these estimates.

## Values computed for the example and the checks

```
Wire side: 4.0 nm; temperature: 300 K
Mass along wire: 0.19 m_e; heavy mass: 0.98 m_e
Deformation potential: 9.0 eV
Mass density: 2330 kg/m3; sound: 9000 m/s
Elastic constant C: 1178.0 eV/nm3
Effective area A: 7.111 nm2
Phonon transverse sum times A: 1.00000
Thermal energy: 0.02585 eV
Thermal speed sqrt(kT/m): 1.547e+05 m/s
Scattering strength S: 0.00025 eV2 nm
Backscattering time at thermal speed: 268.1 fs
Momentum relaxation time there: 134.1 fs
Mean free path v*tau_m there: 20.7 nm
Level width hbar/tau_m there: 0.00491 eV
Reflection, transfer matrices: 0.00972
Reflection, derived rate: 0.01000
Acoustic mobility, formula: 1980.2 cm2/Vs
Same mobility: 0.1980 m2/Vs
Slow-sound Boltzmann / formula, 300 K: 0.9995
Slow-sound exponent, 150 to 300 K: -0.4916
100 K: formula 3429.8, true phonon energies 3609.7 cm2/Vs, ratio 1.0524
200 K: formula 2425.2, true phonon energies 2346.3 cm2/Vs, ratio 0.9674
300 K: formula 1980.2, true phonon energies 1926.9 cm2/Vs, ratio 0.9731
Mesh shift of the 300 K inelastic result: 0.042 %
Inelastic exponent at 300 K: -0.475
Gap to second subband: 0.0719 eV
Upper-subband / ground population: 0.0625
Gap to other valleys: 0.0997 eV
Other-valley / ground population: 0.0240
Three-subband mobility: 1681.6 cm2/Vs
Three-subband exponent: -0.842
Intervalley phonon: 0.062 eV, 110 eV/nm
Roughness rms: 0.2 nm; correlation: 1.5 nm
Acoustic + intervalley: 1382.8 cm2/Vs, exponent -1.086
Acoustic + roughness: 845.6 cm2/Vs, exponent 0.372
Acoustic + both: 603.7 cm2/Vs, exponent -0.152
Line density 0.05 /nm: mobility / formula 1.0130, exponent -0.506
Line density 1.00 /nm: mobility / formula 1.3558, exponent -0.679
Exponent at 30 K and 1.00 /nm (degenerate): -0.988
Nonparabolicity: 0.5 /eV
Confinement energy: 0.1477 eV
Nonparabolic mass factor: 1.138
Resulting mobility factor: 0.824
```
